# The 1s to 2p share of a hydrogenic donor's static polarizability

## Problem

A shallow donor in a semiconductor binds one electron. In the simplest model the electron has an isotropic effective mass $m^*$ (in units of the free-electron mass $m_e$) and is attracted by a unit charge screened by the host's relative permittivity $\varepsilon$. A weak static field $F$, the macroscopic field inside the crystal, points along $z$:

$$
H=-\frac{\hbar^2}{2m^*m_e}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}+eFz .
$$

The donor is in its 1s ground state. Its polarizability volume $\alpha$ is defined by the induced dipole $p=4\pi\varepsilon_0\varepsilon\,\alpha F$.

(a) Show that the fraction of $\alpha$ supplied by any one transition is independent of $m^*$ and $\varepsilon$, and write $\alpha$ as a sum over excited states.

(b) Calculate the contribution of the 1s to 2p transition.

(c) Calculate the whole of $\alpha$ without summing over states, and find the share of 1s to 2p.

(d) The same transition gives an infrared absorption line. Compare its share of the polarizability with its share of the total oscillator strength, and explain the difference.

(e) For a donor in silicon take the rough values $\varepsilon=11.7$ and $m^*=0.30$. Find the energy of the transition, the polarizability, and the change in permittivity caused by $10^{16}\ \mathrm{cm^{-3}}$ such donors at 5 K in a field of 1 V/cm. Judge whether the model can be trusted for a real donor.

## Solution

### (a) Units and the sum over states

Measure length in donor Bohr radii and energy in donor hartrees,

$$
a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*m_ee^2}=\frac{\varepsilon}{m^*}a_0,
\qquad
\mathrm{Ha}^*=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}=\frac{m^*}{\varepsilon^2}\,\mathrm{Ha},
$$

and the field in units of $\mathrm{Ha}^*/(ea^*)$. The Hamiltonian becomes

$$
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r ,
$$

with no material parameter left. In these units let the energy shift be $-\tfrac12\alpha F^2$. Restoring the units turns it into

$$
-\frac12\,\alpha\,\frac{e^2a^{*2}}{\mathrm{Ha}^*}F^2
=-\frac12\left(4\pi\varepsilon_0\varepsilon\,\alpha a^{*3}\right)F^2,
$$

because $e^2/\mathrm{Ha}^*=4\pi\varepsilon_0\varepsilon a^*$. Since the dipole is minus the derivative of the energy with respect to $F$, this agrees with the definition in the problem. The material enters through the common factor $a^{*3}$, which cancels in any ratio of contributions.

The first-order shift $F\langle 1s|z|1s\rangle$ vanishes, since $z$ is odd and the 1s density is even. Second-order perturbation theory gives

$$
\Delta E=-F^2\sum_{n\neq 1s}\frac{|\langle n|z|1s\rangle|^2}{E_n-E_1}
\quad\Rightarrow\quad
\alpha=2\sum_{n\neq 1s}\frac{|\langle n|z|1s\rangle|^2}{E_n-E_1}.
$$

The sum includes an integral over the continuum. The 1s function is spherical, so $z\,\psi_{1s}$ has the angular dependence $\cos\theta$ and overlaps with p states of $m=0$ alone. Of the four orbital states with $n=2$, the field therefore mixes in 2p$_0$ and not 2s or the two others. Every term is positive, because 1s is the lowest state. It thus makes sense to speak of shares.

### (b) The 2p contribution

The normalized functions are

$$
\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad
\psi_{2p_0}=\frac{r\cos\theta\,e^{-r/2}}{4\sqrt{2\pi}} .
$$

With $z=r\cos\theta$ and the volume element $r^2\,dr\,d\Omega$,

$$
\langle 2p_0|z|1s\rangle=\frac{1}{4\sqrt2\,\pi}
\int\cos^2\theta\,d\Omega\int_0^\infty r^4e^{-3r/2}\,dr .
$$

The angular integral is $4\pi/3$. The radial integral is $4!\,(2/3)^5=256/81$. Hence

$$
\langle 2p_0|z|1s\rangle=\frac{1}{3\sqrt2}\cdot\frac{256}{81}
=\frac{2^7\sqrt2}{3^5}=0.7449,
\qquad
|\langle 2p_0|z|1s\rangle|^2=\frac{2^{15}}{3^{10}}=0.5549 .
$$

The levels are $E_n=-1/(2n^2)$, so the gap is $E_2-E_1=-\tfrac18+\tfrac12=\tfrac38$. Therefore

$$
\alpha_{2p}=2\cdot\frac{2^{15}}{3^{10}}\cdot\frac83=\frac{2^{19}}{3^{11}}=2.960
\qquad(\text{units of }a^{*3}).
$$

A simple estimate already limits the possible share. No excitation from 1s costs less than $3/8$. If every denominator is replaced by this smallest value, completeness gives an upper bound:

$$
\alpha\le\frac{2}{3/8}\sum_n|\langle n|z|1s\rangle|^2=\frac{16}{3}\langle z^2\rangle=\frac{16}{3},
$$

where $\langle z^2\rangle=1$ is worked out below. The share of 2p is thus at least $2.960/5.333=0.555$. To find its value we need $\alpha$ itself.

### (c) The whole polarizability

Let $\psi=\psi_{1s}$ and define

$$
\chi=\sum_{n\ne1s}|n\rangle\frac{\langle n|z|1s\rangle}{E_n-E_1}.
$$

Then $\alpha=2\langle\psi|z|\chi\rangle$. Acting with $H_0-E_1$ removes the denominators, and since $\langle1s|z|1s\rangle=0$ the remaining sum is complete:

$$
(H_0-E_1)\chi=z\psi .
$$

One differential equation thus replaces the infinite sum. Write $\chi=g\psi$. Because $(H_0-E_1)\psi=0$, the terms in which $g$ is not differentiated cancel, leaving

$$
(H_0-E_1)(g\psi)=-\tfrac12\psi\nabla^2g-\nabla g\cdot\nabla\psi
=\psi\left(-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}\right).
$$

The last step uses $\nabla\psi=-\psi\,\hat{\mathbf r}$. The source $z\psi$ suggests $g=z f(r)$, for which

$$
\nabla^2(zf)=z\left(f''+\frac4rf'\right),\qquad
\frac{\partial(zf)}{\partial r}=z\left(\frac fr+f'\right).
$$

Dividing the equation by $z\psi$ gives

$$
-\tfrac12f''-\frac2rf'+\frac fr+f'=1 .
$$

Try $f=a+br$. The left side becomes $(a-2b)/r+2b$, so $b=\tfrac12$ and $a=1$:

$$
\chi=z\left(1+\frac r2\right)\psi .
$$

This function is regular and normalizable. Any other acceptable p-type solution would differ from it by a p state of energy $E_1$, and no such state exists. Also, $\chi$ is odd, so it contains no 1s part, as its definition demands.

It follows that

$$
\alpha=2\left(\langle z^2\rangle+\tfrac12\langle z^2r\rangle\right).
$$

The 1s density is spherical, so $z^2$ may be replaced by $r^2/3$. The radial averages are

$$
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{(k+2)!}{2^{k+1}},
\qquad \langle r^2\rangle=3,\quad \langle r^3\rangle=\frac{15}{2}.
$$

Thus $\langle z^2\rangle=1$, $\langle z^2r\rangle=5/2$, and

$$
\alpha=2\left(1+\frac54\right)=\frac92 .
$$

The share of the 1s to 2p transition is

$$
\boxed{\frac{\alpha_{2p}}{\alpha}=\frac{2^{19}}{3^{11}}\cdot\frac29=\frac{2^{20}}{3^{13}}=0.658}
$$

or about 66 percent.

The value $9/2$ can be checked without perturbation theory. Ground-state energies were computed by diagonalizing $H_0+Fz$ at $F=0$, $0.003$ and $0.006$ donor units. With the $F^4$ part of the shift eliminated between the two fields, they give $\alpha=4.50000$.

The missing 34 percent was also computed directly from the other p functions. The bound states with $n\ge3$ supply 0.704, or 15.6 percent, and the continuum supplies 0.837, or 18.6 percent. Together with 2.960 these add up to 4.50. A calculation that kept every bound state and dropped the continuum would still miss almost a fifth of the response.

### (d) Polarizability and infrared strength

The oscillator strength of a transition for light polarized along $z$ is

$$
f_n=2(E_n-E_1)|\langle n|z|1s\rangle|^2 .
$$

Its sum over all final states follows from a commutator. From $[H_0,z]=-\partial/\partial z$ we get $[z,[H_0,z]]=1$. The 1s average of the double commutator is

$$
\langle 2zH_0z-z^2H_0-H_0z^2\rangle=2\langle z(H_0-E_1)z\rangle=\sum_nf_n,
$$

so $\sum_nf_n=1$. For 2p,

$$
f_{2p}=2\cdot\frac38\cdot0.5549=0.416 .
$$

The line thus has 42 percent of the total absorption strength but supplies 66 percent of the static polarizability. In terms of $f_n$ the latter reads

$$
\alpha=\sum_n\frac{f_n}{(E_n-E_1)^2},
$$

and the squared denominator favours the lowest transition. For 2p the weight is $(8/3)^2=7.11$. The next transition, to 3p, has the gap $4/9$ and the weight $5.06$, and all higher ones have smaller weights. The continuum begins at the gap $1/2$, where the weight is 4.

### (e) A donor in silicon

**The model's numbers.** The donor Bohr radius and hartree are

$$
a^*=\frac{11.7}{0.30}\times0.0529\ \mathrm{nm}=2.06\ \mathrm{nm},\qquad
\mathrm{Ha}^*=\frac{0.30}{11.7^2}\,\mathrm{Ha}=59.6\ \mathrm{meV}.
$$

The binding energy is half of the latter, 29.8 meV. The transition energy is $\tfrac38\times59.6=22.4$ meV, which corresponds to a wavelength of 55 µm in the far infrared. The polarizability is

$$
\alpha=4.5\,a^{*3}=39.6\ \mathrm{nm^3},\qquad \alpha_{2p}=26.0\ \mathrm{nm^3}.
$$

With $N$ donors per unit volume the added polarization is $Np=4\pi\varepsilon_0\varepsilon N\alpha F$. The permittivity therefore rises by

$$
\Delta\varepsilon=4\pi\varepsilon N\alpha
=4\pi\times11.7\times10^{-5}\ \mathrm{nm^{-3}}\times39.6\ \mathrm{nm^3}=0.058 ,
$$

which is half a percent of 11.7. Keeping the 2p term alone would give 0.038. "Static" here means that the field varies at a frequency whose quantum is far below the transition energy.

**Conditions that are met.** The estimates below use the same density, temperature and field.

- *Thermal ionization.* At 5 K, $kT=0.43$ meV. For uncompensated donors the density $n$ of free electrons obeys $n^2/(N-n)=\tfrac12N_c\,e^{-E_b/kT}$, where $E_b$ is the binding energy and $N_c$ the effective density of states of the six conduction valleys. The factor $\tfrac12$ counts the spin degeneracy of a single ground orbital; if the six valley states are degenerate, as in the effective-mass model, it becomes $\tfrac1{12}$. With $E_b=29.8$ meV the ionized fraction is about $10^{-15}$ in either case ($1.6\times10^{-15}$ or $0.7\times10^{-15}$), and a deeper level makes it far smaller. In a real sample, each acceptor also takes the electron of one donor, even at this temperature, and that donor no longer contributes.
- *Neighbouring donors.* The field of the other induced dipoles changes the local field by the fraction $4\pi N\alpha/3=0.0017$. The product $a^*N^{1/3}=0.044$ is small, so donors at typical distances hardly overlap.
- *Tunnelling.* The donor unit of field is $2.9\times10^5$ V/cm, so 1 V/cm is $F=3.5\times10^{-6}$. For a triangular barrier of height $\tfrac12$ the tunnelling exponent is $2\int_0^{1/(2F)}\sqrt{2(\tfrac12-Fx)}\,dx=2/(3F)\approx1.9\times10^5$. Tunnelling is negligible.
- *Impact ionization.* A stray free electron of mobility $\mu$ gains energy at the rate $e\mu F^2$. With the rough values $\mu=10^4\ \mathrm{cm^2/Vs}$ and an energy relaxation time of 1 ns, it is heated by about 0.01 meV. This is small beside $kT$ and far below the binding energy.

**Anisotropic mass.** The conduction valleys of silicon are not spherical. The electron mass is roughly 0.92 along a valley's axis and 0.19 across it. Diagonalization with these masses gives a binding energy of about 29.6 meV (uncertain by about 0.1 meV), close to the spherical 29.8 meV; the value $m^*=0.30$ was chosen for this reason. The polarizability of a state in a single valley, however, depends strongly on direction:

| Field direction | $\alpha$ (nm³) | Share of lowest 2p level |
|---|---:|---:|
| Along the valley axis | 21.6 | 83 % |
| Across the valley axis | 51.5 | 54 % |
| Average over valleys | 41.5 | 59 % |

The polarizabilities in the table are uncertain by about 1 percent, because the basis is finite. The average assumes a ground state with equal weight in all six valleys. For a field along a cubic axis, two valleys then respond along their axis and four across it, so $\alpha=(21.6+2\times51.5)/3=41.5\ \mathrm{nm^3}$. This is only 5 percent above the spherical result. The 2p share falls from 66 to 59 percent, and the infrared line splits into two, 2p$_0$ and 2p$_\pm$.

**The central cell.** The larger error comes from the region close to the donor ion, where the attraction is not a screened Coulomb potential. A phosphorus donor in silicon is bound by roughly 45 meV instead of 30 meV. To estimate the consequence, keep the spherical mass and assume that the short-range correction acts on s states but leaves the p states unchanged, since p functions vanish at the ion. Outside the core, $u=r\psi$ at the deeper energy $-1/(2\nu^2)$ is then the decaying solution of

$$
u''+\left(\frac2r-\frac1{\nu^2}\right)u=0,\qquad
\nu=\sqrt{\frac{29.8}{45}}=0.81 .
$$

Extending this solution to $r=0$ treats the core as very small. The sum over p states then gives $\alpha=10.1\ \mathrm{nm^3}$, about a quarter of the hydrogenic value, and a 2p share of 42 percent. The estimated permittivity change drops in proportion, from 0.058 to about 0.015.

Part of the fall in the share comes from the energies. The 2p level stays 7.5 meV below the band, so the first gap grows from 22.4 to 37.5 meV, a factor of 1.68. Higher transitions gain the same 15.2 meV on top of larger gaps, so their denominators grow by smaller factors. This alone cannot explain 42 percent. With unchanged matrix elements, and even with no growth at all in the other denominators, the share would be

$$
\frac{0.658/1.68}{0.658/1.68+0.342}=0.53 .
$$

This is a lower limit. With every gap enlarged by 15.2 meV the share is 0.63, so most of the fall comes from the matrix elements, which the more compact ground state shifts in favour of the higher transitions.

The 66 percent is therefore a property of the hydrogenic model. For phosphorus in silicon both the polarizability and the 2p share are substantially smaller according to this estimate, which does not combine the central cell with the anisotropic mass. The hydrogenic result should serve best for donors whose measured binding energy lies close to the effective-mass value. The agreement must be close: in the same estimate, a binding energy of 33 meV already lowers the polarizability by about 30 percent. In silicon the anisotropic mass remains as a further correction. With equal weight in all six valleys it changes the mean polarizability by about 5 percent and lowers the 2p share to 59 percent. Other hosts need a calculation with their own masses. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
HYDROGENIC DONOR, donor atomic units
matrix element <2p0|z|1s>          0.74494 a*
its square                         0.55493 a*^2
gap E2-E1 (diagonalized)           0.37500 Ha*
alpha from 2p                      2.95962 a*^3
alpha, finite-field energies       4.50000 a*^3
share of 2p                        65.77 %
alpha from np, n >= 3              0.7036 a*^3
alpha from continuum               0.8367 a*^3
share of np, n >= 3                15.6 %
share of continuum                 18.6 %
2p oscillator strength             0.4162
EXAMPLE: shallow donor in silicon (rough parameters)
relative permittivity              11.7
effective mass                     0.30 m_e
donor density                      1.0e+16 cm^-3
temperature                        5.0 K
field                              1.0 V/cm
donor Bohr radius a*               2.064 nm
donor hartree Ha*                  59.63 meV
binding energy                     29.82 meV
1s-2p energy                       22.36 meV
1s-2p wavelength                   55.4 um
alpha exact                        39.56 nm^3
alpha from 2p                      26.02 nm^3
permittivity increase, all states  0.0582
permittivity increase, 2p only     0.0382
NEGLECTED: anisotropic mass
masses along, across axis          0.92, 0.19 m_e
binding energy                     29.6 meV
alpha along axis                   21.6 nm^3
alpha across axis                  51.5 nm^3
alpha, valley average              41.5 nm^3
2p0 share along axis               82.7 %
2p+- share across axis             54.3 %
2p share, valley average           59.3 %
NEGLECTED: central cell (spherical mass)
assumed rough binding energy       45 meV
alpha                              10.1 nm^3
2p share                           42.4 %
NEGLECTED: temperature, neighbours, field
thermal energy kT                  0.431 meV
ionized fraction                   1.6e-15
local-field term 4 pi N alpha/3    1.7e-03
a* times cube root of density      0.044
atomic unit of field, donor        2.89e+05 V/cm
tunnelling exponent                1.9e+05
rough mobility                     1e+04 cm2/Vs
rough energy relaxation time       1 ns
carrier heating                    0.010 meV
```
